# Exponentially Decaying Effective Hoppings from an Eliminated Nearest-Neighbour Chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: exact elimination of the B chain

### Definitions and conventions

Each cell $n=\ldots,-1,0,1,\ldots$ of an infinite chain contains two orbitals, $A_n$ and $B_n$. All orbitals are orthonormal. The B orbitals have energy $e_B$ and are joined to their nearest B neighbours by a real hopping $t\neq 0$ of either sign. Each $A_n$ is coupled to the B orbital of its own cell, with a real strength $V$, and to no other B orbital. The Hamiltonian is

$$
\begin{aligned}
H={}&H_A+e_B\sum_n|B_n\rangle\langle B_n|
+t\sum_n\big(|B_n\rangle\langle B_{n+1}|+|B_{n+1}\rangle\langle B_n|\big)\\
&+V\sum_n\big(|A_n\rangle\langle B_n|+|B_n\rangle\langle A_n|\big).
\end{aligned}\tag{1}
$$

The hopping enters with a plus sign. The operator $H_A$ acts within the A orbitals. It is Hermitian and of finite range, with bounded matrix elements, and is otherwise free: the A energies may differ from cell to cell, and direct A–A hoppings may be present. This is a one-particle model, without interactions between electrons.

By itself the B chain has Bloch waves with amplitudes $e^{ikn}$, where $k$ is the phase advance per cell. Acting on such a wave, the two hopping terms give $t(e^{ik}+e^{-ik})=2t\cos k$, so that

$$
\varepsilon_k=e_B+2t\cos k. \tag{2}
$$

The B band therefore fills the interval from $e_B-2|t|$ to $e_B+2|t|$. The energy measured from its centre is

$$
z=E-e_B, \tag{3}
$$

and "outside the B band" means $|z|>2|t|$. The function $\operatorname{sgn}$ is $+1$ for a positive and $-1$ for a negative argument.

### The theorem

**Theorem.** Let $E$ lie outside the B band. A state with bounded amplitudes $a_n$ on A and $b_n$ on B solves $H\psi=E\psi$ if and only if the A amplitudes satisfy

$$
(H_Aa)_n+\sum_m T_{n-m}(E)\,a_m=E\,a_n \tag{4}
$$

and the B amplitudes follow from them through $b_n=V\sum_m g_{n-m}a_m$, where $T_n=V^2g_n$ and

$$
T_n(E)=V^2\,\operatorname{sgn}(z)\,[\operatorname{sgn}(zt)]^{|n|}\,
\frac{e^{-\kappa|n|}}{2|t|\sinh\kappa},\qquad
\cosh\kappa=\frac{|z|}{2|t|},\quad \kappa>0. \tag{5}
$$

The term $T_0$ shifts the A energies. The terms with $n\neq0$ are hoppings between A orbitals $|n|$ cells apart, and their magnitude falls by the factor $e^{-\kappa}$ per cell.

The proof has two parts. The first removes the B amplitudes from the eigenvalue equation, and the second finds the response of the B chain to a source on one site.

### Lemma 1: the response of the B chain

**Lemma 1.** For $|z|>2|t|$ the equation

$$
z\,g_n-t\,(g_{n+1}+g_{n-1})=\delta_{n0} \tag{6}
$$

has one and only one bounded solution,

$$
g_n=\operatorname{sgn}(z)\,[\operatorname{sgn}(zt)]^{|n|}\,\frac{e^{-\kappa|n|}}{R},\qquad
R=2|t|\sinh\kappa=\sqrt{z^2-4t^2}. \tag{7}
$$

**Proof.** Away from $n=0$ the right-hand side vanishes. The equation is unchanged by $n\to-n$, which suggests the trial form $g_n=C\,x^{|n|}$. For $n\geq1$ it gives

$$
zCx^n-tC(x^{n+1}+x^{n-1})=0 .
$$

Division by $tCx^n$ leaves

$$
x+\frac1x=\frac zt,\qquad\text{or}\qquad x^2-\frac zt\,x+1=0, \tag{8}
$$

and $n\leq-1$ gives the same condition by symmetry. The roots are

$$
x=\frac12\left(\frac zt\pm\sqrt{\frac{z^2}{t^2}-4}\right).
$$

The square root is real and non-zero because $|z|>2|t|$, so the roots are real and different. Their product is the constant term of the quadratic, which is 1. Two different real numbers with product 1 cannot both have magnitude 1, since they would then be $1,1$ or $-1,-1$. Hence one root has $|x|<1$ and the other is its inverse, with magnitude above 1. A bounded solution requires the root with $|x|<1$.

By (8) the sign of this root is that of $z/t$, which is also the sign of $zt$. Write

$$
x=s\,e^{-\kappa},\qquad s=\operatorname{sgn}(zt),\qquad \kappa>0 .
$$

Since $1/s=s$, equation (8) becomes $s(e^{-\kappa}+e^{\kappa})=z/t$. Multiplying by $s$ turns the right-hand side into $|z|/|t|$, and therefore

$$
2\cosh\kappa=\frac{|z|}{|t|}. \tag{9}
$$

This is the stated law for the decay rate.

The constant $C$ follows from (6) at $n=0$, where both neighbours have amplitude $Cx$:

$$
C\,(z-2tx)=1 .
$$

Inserting $z=t(x+1/x)$ from (8) gives

$$
C\,t\left(\frac1x-x\right)=1 . \tag{10}
$$

Here $1/x-x=s(e^{\kappa}-e^{-\kappa})=2s\sinh\kappa$. Moreover $ts=|t|\operatorname{sgn}(t)\operatorname{sgn}(z)\operatorname{sgn}(t)=|t|\operatorname{sgn}(z)$. Thus

$$
C=\frac{\operatorname{sgn}(z)}{2|t|\sinh\kappa}. \tag{11}
$$

The two forms of $R$ agree because $4t^2\sinh^2\kappa=4t^2(\cosh^2\kappa-1)=z^2-4t^2$.

It remains to show that no other bounded solution exists. The difference $d_n$ of two solutions obeys (6) with zero on the right for every $n$. This recursion fixes all $d_n$ once $d_0$ and $d_1$ are given. Both $x^n$ and $x^{-n}$ satisfy it, and because $x\neq1/x$ a combination of them can match any $d_0$ and $d_1$. So $d_n=\alpha x^n+\beta x^{-n}$. As $n\to+\infty$ the second term grows without limit unless $\beta=0$, and as $n\to-\infty$ the first does so unless $\alpha=0$. A bounded difference is therefore zero. $\square$

### Lemma 2: removing the B amplitudes

**Lemma 2.** For $E$ outside the B band, the full eigenvalue equation is equivalent to (4) together with $b_n=V\sum_m g_{n-m}a_m$.

**Proof.** Insert $\psi=\sum_n(a_n|A_n\rangle+b_n|B_n\rangle)$ into $H\psi=E\psi$ and project on $A_n$ and on $B_n$:

$$
E\,a_n=(H_Aa)_n+V\,b_n, \tag{12}
$$

$$
E\,b_n=e_Bb_n+t(b_{n+1}+b_{n-1})+V\,a_n. \tag{13}
$$

Moving the B terms of (13) to the left gives

$$
z\,b_n-t(b_{n+1}+b_{n-1})=V\,a_n. \tag{14}
$$

This is (6) with the unit source replaced by a source $Va_m$ on each site $m$. By linearity, $b_n=V\sum_m g_{n-m}a_m$ is a solution. The sum converges for bounded $a_m$ because $g_n$ falls exponentially. It is the only bounded solution, since a difference of two would satisfy the source-free equation and so vanish, as in Lemma 1.

Putting this $b_n$ into (12) yields (4) with $T_n=V^2g_n$. One factor $V$ takes the electron from A to B, and the other brings it back. Conversely, if (4) holds and $b_n$ is defined by the sum, then (14) and (12) both hold, and the full equation is satisfied. $\square$

Lemmas 1 and 2 together prove the theorem. Nothing was expanded in powers of $V$ or $t$. The price of the exact elimination is that $T_n$ depends on the energy sought, so (4) must be solved self-consistently. This elimination of one block of a Hamiltonian is called Löwdin partitioning, or downfolding.

### Remark: what the decay means

The B chain by itself has no propagating wave at an energy outside the B band. With the A orbitals attached, every cell feeds the chain, and a Bloch wave of the whole system can still carry current through B. The dispersion (2) can still be solved for $\varepsilon_q=E$ if the phase $q$ is allowed to be complex. It requires $\cos q=z/(2t)=s\cosh\kappa$, which is met by $q=i\kappa$ for $s=+1$ and by $q=\pi+i\kappa$ for $s=-1$. The amplitude $e^{iqn}$ then becomes $e^{-\kappa n}$ or $(-1)^ne^{-\kappa n}$ for $n\geq0$. The A orbitals are thus coupled by the evanescent tail of the B chain.

The signs follow the same picture. Below the band, $z<0$ and $T_0<0$: the A level is pushed down, away from the B states. Above the band it is pushed up. The hoppings all share the sign of $T_0$ when $zt>0$. This is the case in which the nearest band edge is at $k=0$, where the B wave has equal signs in all cells. When $zt<0$ the nearest edge is at $k=\pi$, and the hoppings alternate in sign.

### Remark: far from the band and close to it

Far from the band, $|z|\gg2|t|$, the square root in $R$ tends to $|z|$. From $\cosh\kappa+\sinh\kappa=e^{\kappa}$ one has $e^{\kappa}=(|z|+R)/(2|t|)\to|z|/|t|$, so $x\to t/z$ and $C\to1/z$. For $n\geq0$, with $n$ much smaller than $z^2/t^2$, this gives

$$
T_n\simeq\frac{V^2t^n}{z^{n+1}} . \tag{15}
$$

This is the amplitude of the shortest path: one step from A to B, $n$ steps along B, and one step back to A, with a denominator $z$ for each of the $n+1$ B orbitals visited. For $z=-50$ eV and $t=-1$ eV, direct solution of (6) on an open chain of 801 sites agrees with $t^n/z^{n+1}$ to within 0.5 % for $n=0$ to 3.

Close to the band, let $\delta=|z|-2|t|$ be the distance from the edge. Then $\cosh\kappa=1+\delta/(2|t|)$. For small $\kappa$ the left side is $1+\kappa^2/2$, and so

$$
\kappa\simeq\sqrt{\frac{\delta}{|t|}},\qquad R\simeq2|t|\kappa . \tag{16}
$$

The range $1/\kappa$ and the prefactor $V^2/R$ both grow without limit at the edge. A short-ranged A model evaluated at such an energy is a poor description.

### Remark: inside the band

For $|z|<2|t|$ the roots of (8) are $e^{\pm i\theta}$ with $2t\cos\theta=z$. Both have magnitude 1, so $\kappa$ is not real and the theorem does not apply. A definite response is obtained by adding a small positive imaginary part $\eta$ to the energy. One root then has $|x|<1$, since a root of magnitude 1 would make $t(x+1/x)$ real. Formula (10) still holds, and as $\eta\to0$

$$
|g_n|\to\frac{1}{|t|\,|2\sin\theta|}=\frac{1}{\sqrt{4t^2-z^2}}\qquad\text{for every } n. \tag{17}
$$

The coupling no longer decays, because the electron can propagate along B. For $z=1$ eV, $t=-1$ eV and $\eta=0.001$ eV, an explicit sum over $k$ gives $|g_1|=0.5770$ and $|g_{10}|=0.5740$ per eV, against a limit of 0.5774 per eV. The small loss comes from $\eta$. Varying (8) by $i\eta$ shows that $|x|\simeq1-\eta/\sqrt{4t^2-z^2}$, which is a loss of about 0.06 % per cell, or 0.6 % over ten cells.

### Remark: the end of a chain

The theorem assumes an infinite chain. Suppose instead that the cells are $n=1,2,\ldots$ and that the chain ends there. The missing orbital at $n=0$ can be represented by requiring the B amplitude to vanish at that place. The response at $n$ to a source at $m$ is then

$$
g_{n-m}-g_{n+m}. \tag{18}
$$

The second term is the response to a source of opposite sign at $-m$, outside the chain, so it leaves the equation for $n\geq1$ unchanged. At $n=0$ the two terms cancel because $g_{-m}=g_m$. The correction to a coupling is therefore $-T_{n+m}$. It matters within roughly $1/\kappa$ of the end and fades exponentially with depth.

### Numbers for one energy

Take round model parameters, not those of a particular material: $e_B=3$ eV, $t=-1$ eV and $V=0.2$ eV, at the energy $E=0$. The B band runs from 1 to 5 eV. Then $z=-3$ eV, and

$$
\cosh\kappa=\frac{3}{2\times1}=1.5,\qquad R=\sqrt{9-4}\ \text{eV}=2.2361\ \text{eV}.
$$

Hence $e^{\kappa}=(3+2.2361)/2=2.6180$, which gives $\kappa=0.9624$ per cell and $e^{-\kappa}=0.3820$. The amplitude falls by a factor $e$ in $1/\kappa=1.04$ cells. With $V^2=0.04$ eV², the first terms are

$$
T_0=-\frac{0.04}{2.2361}\ \text{eV}=-17.89\ \text{meV},\qquad
T_1=0.3820\,T_0=-6.83\ \text{meV}.
$$

Both are negative, since $z<0$ and $zt>0$. Dividing by $V^2$ gives $g_0=-0.4472$ and $g_1=-0.1708$ per eV. Equation (6) at $n=0$ can then be checked by hand: $(-3)(-0.4472)+2(-0.1708)=1.3416-0.3416=1.000$.

The rate depends on the energy. It is 1.567 per cell at $E=-2$ eV, 0.693 at 0.5 eV and 0.100 at 0.99 eV. The last energy is 0.01 eV below the band, where (16) gives $\sqrt{0.01}=0.1$.

## Second half: bands, B weight and the frozen-energy model

### Symbols and results carried over

The A orbitals are coupled with strength $V$ to the B orbitals of their own cells. The B chain has energy $e_B$, hopping $t$ and band $\varepsilon_k=e_B+2t\cos k$. With $z=E-e_B$ outside the B band, elimination of B gives the A couplings

$$
T_n(E)=V^2g_n,\qquad g_n=Cx^{|n|},\qquad x+\frac1x=\frac zt,\qquad
C=\frac{1}{t(1/x-x)}, \tag{19}
$$

with $|x|=e^{-\kappa}<1$, $\cosh\kappa=|z|/(2|t|)$, $|C|=1/R$ and $R=\sqrt{z^2-4t^2}$. The B amplitudes are $b=VGa$, where $G$ is the matrix with elements $g_{n-m}$. From here on, unless stated otherwise, all A orbitals have the same energy $e_A$ and no direct hopping, so $H_A=e_A$.

### Proposition 1: the hoppings reproduce the two-band equation

**Proposition 1.** For $E$ outside the B band,

$$
\sum_nT_n(E)\,e^{ikn}=\frac{V^2}{E-\varepsilon_k}, \tag{20}
$$

and the A equation for a Bloch wave becomes

$$
(E-e_A)(E-\varepsilon_k)=V^2. \tag{21}
$$

Outside the B band, the B chain has been eliminated exactly, leaving energy-dependent A couplings that decay exponentially with distance. Proposition 1 has been stated but remains to be proved, and the weight on B and the accuracy of hoppings frozen at one energy are still to be treated.

Numbers in the example were calculated in double precision.
